# The Zeldovich factor from the capillarity barrier: a numerical check

```python
"""
Result under test: the Zeldovich factor of steady nucleation from vapour,
    Z = sqrt(W_top / (3 pi kT)) / n_top,
for the capillarity work W(n)/kT = theta*n**(2/3) - n*ln(S).
n: atoms in cluster; theta: surface energy of one-atom sphere over kT;
S: supersaturation; n_top, W_top: position and height of the maximum of W;
g = W_top/kT. The steady rate is J = Z * beta(n_top) * N_eq(n_top), where
beta is the attachment rate and N_eq(n) = N1*exp(-(W(n)-W(1))/kT).
Example: liquid boron droplets in boron vapour with argon as carrier gas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import erfc


def work(n, theta, log_s, power=2/3):
    return theta * n**power - n * log_s


def numerical_top(func, upper=1000.0):
    """Position, height and second derivative of the maximum of func."""
    found = minimize_scalar(lambda n: -func(n), bounds=(1.0, upper),
                            method="bounded", options={"xatol": 1e-8})
    n = found.x
    h = 0.003 * n
    curvature = (func(n + h) - 2 * func(n) + func(n - h)) / h**2
    return n, func(n), curvature


def capillarity_top(theta, log_s):
    n_top = (2 * theta / (3 * log_s))**3
    return n_top, n_top * log_s / 2


def zeldovich(n_top, g):
    return np.sqrt(g / (3 * np.pi)) / n_top


# ---- Curvature at the top, for a sphere (2/3) and a flat disc (1/2)
for power, log_s_trial in ((2/3, 1.2), (1/2, 0.3)):
    n_num, g_num, curv = numerical_top(
        lambda n: work(n, 6.5, log_s_trial, power))
    z_curv = np.sqrt(-curv / (2 * np.pi))
    z_law = np.sqrt(power * g_num / (2 * np.pi)) / n_num
    assert abs(z_curv / z_law - 1) < 1e-4

# ---- First correction to the Gaussian integral, by quadrature
# x = n/n_top = (1+s)**3; attachment proportional to x**(2/3) or constant
g_test = 400.0


def excess(weight):
    value = quad(lambda s: 3 * weight(s) * np.exp(-g_test*(3*s*s + 2*s**3)),
                 -1, 1, points=[-0.15, 0, 0.15], epsabs=1e-13,
                 epsrel=1e-11, limit=300)[0]
    return g_test * (value / np.sqrt(3 * np.pi / g_test) - 1)


coef_area = excess(lambda s: 1.0)
coef_const = excess(lambda s: (1 + s)**2)
# remaining differences are of order 1/g_test
assert abs(coef_area - 5/36) < 1e-3
assert abs(coef_const + 1/36) < 1e-3

# ---- Inputs of the example (rough typical values for boron)
temperature = 2400.0            # K
gamma = 1.1                     # J/m2
density = 2200.0                # kg/m3
p_sat = 0.01                    # Torr
supersat = 4.0
heat_vap = 5.0                  # eV per atom
p_carrier = 760.0               # Torr
mass_b, mass_ar = 10.81, 39.95  # u
cross_section = 0.4e-18         # m2, argon-argon, rough
tolman = 0.02e-9                # m, trial length

kT = const.k * temperature
kT_ev = kT / const.e
mass = mass_b * const.atomic_mass
volume = mass / density
r1 = (3 * volume / (4 * np.pi))**(1/3)
area1 = 4 * np.pi * r1**2
theta = gamma * area1 / kT
log_s = np.log(supersat)
pressure = supersat * p_sat * const.torr
n1 = pressure / kT
beta1 = area1 * pressure / np.sqrt(2 * np.pi * mass * kT)

n_top, g = capillarity_top(theta, log_s)
z = zeldovich(n_top, g)
z_closed = 3 * log_s**2 / (4 * np.sqrt(np.pi) * theta**1.5)
n_num, g_num, curv = numerical_top(lambda n: work(n, theta, log_s))
z_num = np.sqrt(-curv / (2 * np.pi))
assert abs(n_num / n_top - 1) < 1e-4
assert abs(g_num / g - 1) < 1e-8
assert abs(z_num / z - 1) < 1e-4 and abs(z_num / z_closed - 1) < 1e-4

w1 = work(1.0, theta, log_s)
beta_top = beta1 * n_top**(2/3)
neq_top = n1 * np.exp(-(g - w1))
rate_formula = z * beta_top * neq_top


# ---- Steady state of the rate equations, clusters of size m_max removed
def rate_matrix(m_max):
    n = np.arange(1, m_max + 1, dtype=float)
    attach = beta1 * n**(2/3)
    w = work(n, theta, log_s)
    detach = np.zeros(m_max)
    detach[1:] = attach[:-1] * np.exp(w[1:] - w[:-1])
    return n, attach, detach, w


m_max = 600
sizes, attach, detach, w = rate_matrix(m_max)
inner = slice(1, m_max - 1)                 # unknown sizes 2 .. m_max-1
count = m_max - 2
bands = np.zeros((3, count))
bands[0, 1:] = -detach[2:m_max - 1]
bands[1] = attach[inner] + detach[inner]
bands[2, :-1] = -attach[1:m_max - 2]
source = np.zeros(count)
source[0] = attach[0] * n1
population = solve_banded((1, 1), bands, source)
rate_solved = attach[m_max - 2] * population[-1]
ratio = rate_solved / rate_formula
assert abs(ratio - 1) < 0.02                # leading-order law
assert abs(ratio * (1 + 5 / (36 * g)) - 1) < 1e-3


# ---- Population relative to equilibrium against the erfc profile
def profile_error(relative, n, n_c, z_c):
    gauss = 0.5 * erfc(np.sqrt(np.pi) * z_c * (n - 0.5 - n_c))
    return np.max(np.abs(relative - gauss))


relative = population / (n1 * np.exp(-(w[inner] - w1)))
error_profile = profile_error(relative, sizes[inner], n_top, z)
relative_top = np.interp(n_top, sizes[inner], relative)
big_n = np.arange(1, 5001, dtype=float)
big_top, big_g = capillarity_top(20.0, 1.5)
resist = np.exp(work(big_n, 20.0, 1.5) - big_g) / big_n**(2/3)
big_relative = np.cumsum(resist[::-1])[::-1] / resist.sum()
error_big = profile_error(big_relative, big_n, big_top,
                          zeldovich(big_top, big_g))
assert error_profile < 0.08                 # corrections of order g**-0.5
assert error_big < 0.5 * error_profile

half_width = 1 / (np.sqrt(np.pi) * z)
drop_low = g - work(n_top - half_width, theta, log_s)
drop_high = g - work(n_top + half_width, theta, log_s)


# ---- Slowest relaxation time of the cluster populations
def relaxation_time(m):
    _, a, d, _ = rate_matrix(m)
    diagonal = a[1:m - 1] + d[1:m - 1]
    off = -np.sqrt(a[1:m - 2] * d[2:m - 1])
    low = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                           select="i", select_range=(0, 0))[0]
    return 1 / low


lag = relaxation_time(600)
assert abs(relaxation_time(400) / lag - 1) < 1e-5


# ---- Neglected effects
def summed_rate(w_values, attach_values):
    return n1 / np.sum(np.exp(w_values - w_values[0]) / attach_values)


assert abs(summed_rate(w[:-1], attach[:-1]) / rate_solved - 1) < 1e-6


def collision_factor(n):
    return (1 + n**(-1/3))**2 * np.sqrt(1 + 1/n)


rate_collision = summed_rate(w, attach * collision_factor(sizes))
z_collision = rate_collision / (beta_top * collision_factor(n_top) * neq_top)

theta_up = 1.1 * theta
n_up, g_up = capillarity_top(theta_up, log_s)
z_up = zeldovich(n_up, g_up)
rate_up = summed_rate(work(sizes, theta_up, log_s), attach)


def work_tolman(n):
    return work(n, theta, log_s) - theta * (2 * tolman / r1) * n**(1/3)


n_tol, g_tol, curv_tol = numerical_top(work_tolman)
z_tol = np.sqrt(-curv_tol / (2 * np.pi))
z_tol_law = zeldovich(n_tol, g_tol)
rate_tol = summed_rate(work_tolman(sizes), attach)

small = np.arange(2, 11, dtype=float)
bound = np.sum(small * np.exp(-(work(small, theta, log_s) - w1)))
depletion = rate_solved * lag * n_top / n1

# Heat of one attachment raises the cluster temperature by heat_rise; each
# argon collision removes 2k per kelvin of excess; heat capacity 3k per atom.
heat_rise = heat_vap * const.e / (3 * const.k * n_top)
hits = (p_carrier * const.torr / pressure) * np.sqrt(mass_b / mass_ar)
hits_to_cool = 3 * n_top / 2


def extra_evaporation(u):                   # u: time in cooling times
    rise = heat_rise * np.exp(-u)
    return np.expm1(heat_vap / kT_ev * rise / (temperature + rise))


hot_loss = hits_to_cool / hits * quad(extra_evaporation, 0, 40)[0]
free_path = kT / (np.sqrt(2) * cross_section * p_carrier * const.torr)
r_top = r1 * n_top**(1/3)

print(f"Temperature: {temperature:.0f} K; kT: {kT_ev:.4f} eV")
print(f"Surface energy (rough): {gamma:.2f} J/m2")
print(f"Liquid density (rough): {density/1000:.2f} g/cm3")
print(f"Atomic mass of boron: {mass_b:.2f} u")
print(f"Saturation pressure (rough): {p_sat:.3f} Torr")
print(f"Supersaturation S: {supersat:.1f}; ln S: {log_s:.4f}")
print(f"Boron vapour pressure: {supersat*p_sat:.3f} Torr")
print(f"Argon pressure: {p_carrier:.0f} Torr")
print(f"Volume per atom: {volume*1e27:.5f} nm3")
print(f"One-atom sphere radius: {r1*1e9:.4f} nm")
print(f"One-atom sphere area: {area1*1e18:.4f} nm2")
print(f"theta: {theta:.4f}")
print(f"Critical size n*: {n_top:.2f} atoms")
print(f"Critical radius: {r_top*1e9:.3f} nm")
print(f"Barrier W*/kT: {g:.3f}")
print(f"Barrier W*: {g*kT_ev:.3f} eV")
print(f"W(1)/kT: {w1:.3f}; (W*-W(1))/kT: {g-w1:.3f}")
print(f"Z from barrier formula: {z:.5f}")
print(f"Z from numerical curvature: {z_num:.5f}")
print(f"Z if W*-W(1) is wrongly used: {zeldovich(n_top, g-w1):.5f}")
print(f"Distance for kT drop of parabola: {half_width:.2f} atoms")
print(f"True drop below/above top: {drop_low:.3f} / {drop_high:.3f} kT")
print(f"Free-atom density: {n1*1e-6:.3e} cm^-3")
print(f"Attachment rate at n*: {beta_top:.3e} s^-1")
print(f"N_eq at n*: {neq_top*1e-6:.3e} cm^-3")
print(f"J from Z formula: {rate_formula*1e-6:.3e} cm^-3 s^-1")
print(f"J from rate equations: {rate_solved*1e-6:.3e} cm^-3 s^-1")
print(f"Ratio solved/formula: {ratio:.5f}")
print(f"Predicted ratio 1/(1+5/(36g)): {1/(1+5/(36*g)):.5f}")
print(f"Quadrature coefficient, beta~area: {coef_area:.5f} (g=400)")
print(f"Quadrature coefficient, beta const: {coef_const:.5f} (g=400)")
print(f"5/36: {5/36:.5f}; -1/36: {-1/36:.5f}")
print(f"N/N_eq at n*: {relative_top:.3f}")
print(f"Largest erfc error, example: {error_profile:.4f}")
print(f"Largest erfc error, W*/kT={big_g:.0f}: {error_big:.4f}")
print(f"Full collision rate: J times {rate_collision/rate_solved:.3f}")
print(f"Z with full collision rate: {z_collision:.5f}")
print(f"Surface energy +10%: W*/kT {g_up:.2f}, Z {z_up:.5f}")
print(f"Surface energy +10%: J times {rate_up/rate_solved:.2e}")
print(f"Trial Tolman length: {tolman*1e9:.3f} nm")
print(f"Tolman: n* {n_tol:.2f} atoms, W*/kT {g_tol:.2f}")
print(f"Tolman: Z curvature {z_tol:.5f}, Z formula {z_tol_law:.5f}")
print(f"Tolman: J times {rate_tol/rate_solved:.2e}")
print(f"N1*exp(-W/kT) reference: J times {np.exp(-w1):.2e}")
print(f"Atoms in clusters 2-10 per free atom: {bound:.3f}")
print(f"Slowest relaxation time: {lag*1e3:.3f} ms")
print(f"Vapour used in that time (J n* t/N1): {depletion:.2e}")
print(f"Heat of vaporization (rough): {heat_vap:.1f} eV")
print(f"Heating by one attachment: {heat_rise:.0f} K")
print(f"Argon hits per attachment: {hits:.0f}")
print(f"Argon hits to cool by factor e: {hits_to_cool:.0f}")
print(f"Extra evaporations while hot, per attachment: {hot_loss:.3f}")
print(f"Argon mean free path (rough): {free_path*1e9:.0f} nm")
print("success")
```

Running it gives:

```
Temperature: 2400 K; kT: 0.2068 eV
Surface energy (rough): 1.10 J/m2
Liquid density (rough): 2.20 g/cm3
Atomic mass of boron: 10.81 u
Saturation pressure (rough): 0.010 Torr
Supersaturation S: 4.0; ln S: 1.3863
Boron vapour pressure: 0.040 Torr
Argon pressure: 760 Torr
Volume per atom: 0.00816 nm3
One-atom sphere radius: 0.1249 nm
One-atom sphere area: 0.1960 nm2
theta: 6.5065
Critical size n*: 30.63 atoms
Critical radius: 0.391 nm
Barrier W*/kT: 21.234
Barrier W*: 4.392 eV
W(1)/kT: 5.120; (W*-W(1))/kT: 16.114
Z from barrier formula: 0.04900
Z from numerical curvature: 0.04900
Z if W*-W(1) is wrongly used: 0.04268
Distance for kT drop of parabola: 11.51 atoms
True drop below/above top: 1.216 / 0.862 kT
Free-atom density: 1.609e+14 cm^-3
Attachment rate at n*: 1.674e+05 s^-1
N_eq at n*: 1.616e+07 cm^-3
J from Z formula: 1.325e+11 cm^-3 s^-1
J from rate equations: 1.316e+11 cm^-3 s^-1
Ratio solved/formula: 0.99314
Predicted ratio 1/(1+5/(36g)): 0.99350
Quadrature coefficient, beta~area: 0.13926 (g=400)
Quadrature coefficient, beta const: -0.02781 (g=400)
5/36: 0.13889; -1/36: -0.02778
N/N_eq at n*: 0.500
Largest erfc error, example: 0.0242
Largest erfc error, W*/kT=527: 0.0047
Full collision rate: J times 1.783
Z with full collision rate: 0.04903
Surface energy +10%: W*/kT 28.26, Z 0.04247
Surface energy +10%: J times 1.78e-03
Trial Tolman length: 0.020 nm
Tolman: n* 25.93 atoms, W*/kT 14.89
Tolman: Z curvature 0.05172, Z formula 0.04848
Tolman: J times 6.69e+01
N1*exp(-W/kT) reference: J times 5.97e-03
Atoms in clusters 2-10 per free atom: 0.239
Slowest relaxation time: 0.402 ms
Vapour used in that time (J n* t/N1): 1.01e-05
Heat of vaporization (rough): 5.0 eV
Heating by one attachment: 631 K
Argon hits per attachment: 9883
Argon hits to cool by factor e: 46
Extra evaporations while hot, per attachment: 0.216
Argon mean free path (rough): 578 nm
success
```
